# Dislocation glide from 550 to 900 °C at fixed stress

## Problem

A strained silicon-germanium film on a (001) silicon wafer relaxes when dislocations glide through it. Over the temperature range of interest the glide velocity at a given stress follows the Arrhenius law

$$v = v_0\,e^{-Q/k_BT},$$

where $T$ is the absolute temperature and $v_0$ depends on the stress but not on the temperature. The effective barrier is $Q = 2.2$ eV. "Effective" means that $Q$ is the slope found when $\ln v$ is plotted against $-1/k_BT$ at fixed stress.

(a) By what factor does the velocity increase when the film is heated from 550 °C to 900 °C at fixed stress?

(b) Where does the exponential come from, and why may the prefactor be treated as constant?

(c) How far can the factor be trusted for a real film?

In the algebra below, atomic units are used and temperature is measured as an energy. Boltzmann's constant is then 1, and the temperature appears as the thermal energy $\theta = k_BT$. Numbers are given in eV, nm, GPa and K.

## Hints

1. The stress is the same at both temperatures. Write the ratio of the two velocities before inserting any number, and see what cancels.
2. The Arrhenius law contains the absolute temperature. A difference of two temperatures is the same in kelvin and in degrees Celsius, but a difference of two reciprocals is not.
3. For part (b), consider a particle in thermal equilibrium in a potential well. The escape rate is the flux of particles passing the barrier top outwards, divided by the number of particles in the well.
4. For part (c), ask how the answer responds to a small error in $Q$, and what gliding dislocations do to the stress that drives them.

## Solution

### (a) The ratio

Let 1 denote the colder state and 2 the hotter one. Since $v_0$ is the same in both,

$$R = \frac{v_2}{v_1} = \frac{v_0\,e^{-Q/\theta_2}}{v_0\,e^{-Q/\theta_1}} = \exp\!\left[Q\left(\frac{1}{\theta_1}-\frac{1}{\theta_2}\right)\right].$$

The bracket is positive because $\theta_1<\theta_2$, so heating speeds the glide up, as it must.

The absolute temperatures are $T_1 = 823.15$ K and $T_2 = 1173.15$ K. With $k_B = 8.617\times10^{-5}$ eV/K the thermal energies are

$$\theta_1 = 0.07093\ \text{eV},\qquad \theta_2 = 0.10109\ \text{eV}.$$

The barrier measured in thermal energies is therefore

$$\frac{Q}{\theta_1} = 31.015,\qquad \frac{Q}{\theta_2} = 21.762,$$

and the exponent of the ratio is their difference:

$$\ln R = 31.015 - 21.762 = 9.253,\qquad R = e^{9.253} \approx 1.04\times10^{4}.$$

The velocity rises by a factor of roughly ten thousand, although the absolute temperature rises by less than half. The thermal energy is a small fraction of the barrier, so a modest change in $\theta$ removes about nine units from a large exponent.

If the Celsius values 550 and 900 are inserted as though they were absolute temperatures, the result is $6.9\times10^7$, which is wrong by almost four powers of ten.

It helps to know how much heating doubles the velocity. Let $T'$ be the temperature at which $v$ is twice its value at $T$. Setting the exponent of the ratio equal to $\ln 2$ gives, with $k_B$ restored,

$$\frac{Q}{k_B}\left(\frac1T-\frac1{T'}\right)=\ln 2
\quad\Longrightarrow\quad
\frac1{T'}=\frac1T-\frac{k_B\ln2}{Q}.$$

The step $T'-T$ is 18.8 K when starting from 550 °C and 38.6 K when starting from 900 °C. It grows because a given change in $T$ alters $1/T$ less at high temperature. The whole interval contains $9.253/\ln 2 \approx 13.3$ doublings in 350 K, or one per 26 K on average, which lies between the two end values.

### (b) The exponential and its prefactor

Take a classical particle of mass $m$ in a well of potential energy $U(x)$, with $U=0$ at the bottom and $U=Q$ at the top of the barrier. The particle is a simple model of the piece of dislocation that has to be moved; the vibrations of the surrounding atoms are left out. Assume that the well is in thermal equilibrium and that a particle which has crossed the top does not return at once.

The probability density for finding the particle at the top is

$$\rho_{\rm top} = \frac{e^{-Q/\theta}}{\int_{\rm well}e^{-U(x)/\theta}\,dx}.$$

The escape rate is this density times the mean outward velocity, where particles moving inwards count as zero. The momenta follow the Maxwell distribution, so

$$\frac{\int_0^\infty (p/m)\,e^{-p^2/2m\theta}\,dp}{\int_{-\infty}^{\infty}e^{-p^2/2m\theta}\,dp}
=\frac{\theta}{\sqrt{2\pi m\theta}}=\sqrt{\frac{\theta}{2\pi m}}.$$

The numerator equals $\theta$ because its integrand is the derivative of $-\theta e^{-p^2/2m\theta}$. The denominator is a Gaussian integral. The rate is therefore

$$k=\sqrt{\frac{\theta}{2\pi m}}\;\frac{e^{-Q/\theta}}{\int_{\rm well}e^{-U/\theta}\,dx}.$$

When $Q\gg\theta$, the particle stays near the bottom, where $U\approx\tfrac12m\omega^2x^2$. The remaining integral is then $\sqrt{2\pi\theta/m\omega^2}$, and

$$k=\sqrt{\frac{\theta}{2\pi m}}\,\sqrt{\frac{m\omega^2}{2\pi\theta}}\;e^{-Q/\theta}=\frac{\omega}{2\pi}\,e^{-Q/\theta}=\nu\,e^{-Q/\theta}.$$

The two factors $\sqrt\theta$ cancel. A hotter particle crosses the top faster, but it also spreads over a wider part of the well, and in a harmonic well the two effects compensate. What remains is the vibration frequency $\nu$, which does not depend on temperature.

The harmonic step can be examined with a cosine potential of period 1, $U=\tfrac{Q}{2}(1-\cos2\pi x)$. Numerical integration of its well population at both temperatures gives a rate ratio of 10398, against 10436 from the Arrhenius formula. The difference of 0.4 percent comes mainly from the first term beyond the parabola. Expanding the cosine gives

$$U\approx \pi^2Qx^2-\frac{\pi^4Q}{3}x^4 .$$

In the parabola $\langle x^2\rangle=\theta/2\pi^2Q$, and for a Gaussian $\langle x^4\rangle=3\langle x^2\rangle^2$. The quartic term therefore enlarges the population by the factor

$$1+\frac{\pi^4Q}{3\theta}\cdot\frac{3\theta^2}{4\pi^4Q^2}=1+\frac{\theta}{4Q}.$$

This is 1.0081 at the lower temperature and 1.0115 at the higher one. The hot rate is reduced slightly more, which lowers the ratio by about 0.3 percent. Higher terms supply the small remainder.

This calculation concerns the rate of crossing one barrier in one direction. A glide velocity is a difference between forward and backward crossings, and that difference brings in a further temperature dependence, treated in Variation 1. Part (a) is not affected, because there $Q$ is defined as the slope of the measured velocity. If that slope is constant over the range,

$$\frac{d\ln v}{d(1/\theta)}=-Q
\quad\Longrightarrow\quad
\ln\frac{v_2}{v_1}=-Q\left(\frac1{\theta_2}-\frac1{\theta_1}\right),$$

which is the ratio used above, with no microscopic model needed.

### (c) The factor in a real film

**Input errors.** The ratio depends on the barrier as $R=\exp(4.206\,Q)$ with $Q$ in eV. A change of 0.1 eV in $Q$ multiplies or divides $R$ by $e^{0.4206}=1.52$. If the lower temperature is in truth 10 K higher than assumed, the cold velocity is 1.45 times larger and $R$ is smaller by the same factor. The statement "roughly ten thousand" is thus as precise as the data deserve. The digits of 10436 are useful for comparing formulas, not for predicting an experiment.

**The material.** The numbers used here are rough typical values for a film with about 20 percent germanium. The glide barrier is roughly 2.2 eV in silicon and lower in germanium, so 2.2 eV is probably somewhat high for the alloy. A barrier of 2.1 eV would give a ratio near 6900. For the velocity at 550 °C take 50 nm/s, again a rough value. At the same stress the model then gives

$$v_2 = 50\ \text{nm/s}\times 10436 = 5.2\times10^5\ \text{nm/s},$$

or about half a millimetre per second. A dislocation covers in one second at 900 °C a distance that takes about $10^4$ s, or roughly three hours, at 550 °C.

**Stress during heating.** The driving stress is the excess stress: the misfit stress resolved on the glide plane, less the part needed to pay for the dislocation line left behind. Take 0.20 GPa for it. The alloy expands more than silicon, by roughly $5\times10^{-7}$ per kelvin, so heating compresses the film further. With a biaxial modulus of 180 GPa and a resolved-stress factor of 0.408, the resolved stress grows by

$$0.408\times180\ \text{GPa}\times5\times10^{-7}\ \text{K}^{-1}\times350\ \text{K}=0.013\ \text{GPa},$$

which is 6.4 percent of the excess. Elastic softening at a rough rate of $8\times10^{-5}$ per kelvin acts the other way. It reduces the misfit stress and the line energy in the same proportion, and hence the excess by 2.8 percent. For a velocity proportional to the stress, the net effect on $R$ is about 3 percent. The stress dependence in real films can be steeper; if the velocity goes as the square of the stress, the effect is about 7 percent.

**Tunnelling.** The leading Wigner correction for tunnelling through the barrier top multiplies the rate by $1+(h\nu/\theta)^2/24$, if the top is as sharply curved as the well. For $\nu=10^{13}$ Hz it changes $R$ by $-0.7$ percent. The quantized vibration in the well brings a second factor, $\sinh(h\nu/2\theta)/(h\nu/2\theta)\approx1+(h\nu/\theta)^2/24$, which roughly doubles this change and leaves it small.

The stress and tunnelling corrections are small beside the uncertainties in $Q$ and in the temperature. The assumption that fails badly in a real film is that the stress stays fixed while the dislocations move. Variation 2 shows how soon it fails at 900 °C.

## Variation 1: the barrier of a single jump

*Suppose that 2.2 eV is not the measured slope but the bare barrier of a single jump in a simple model. What is the velocity ratio now?*

Let the dislocation advance by jumps of length $a$ between equivalent positions, and let the stress do work $W$ in each forward jump. In a symmetric potential the barrier top lies halfway. To first order in $W$, the stress therefore lowers the forward barrier by $W/2$ and raises the backward barrier by $W/2$. The net velocity is

$$v=a\nu\left[e^{-(Q-W/2)/\theta}-e^{-(Q+W/2)/\theta}\right]
=2a\nu\,e^{-Q/\theta}\sinh\frac{W}{2\theta}.$$

Without stress the two terms cancel and there is no drift. For $W\ll\theta$, $\sinh(W/2\theta)\approx W/2\theta$, so the velocity is proportional to the stress and carries a factor $1/\theta$. The factor has a simple meaning: the hotter the system, the less a given work $W$ biases the jumps.

For $W$, consider a kink, a step in the dislocation line, that moves along the line by one lattice repeat. The step height is 0.333 nm, and both the repeat and the Burgers vector have length 0.384 nm. The force per unit length is stress times Burgers vector, and the area swept is height times repeat, so

$$W=0.20\ \text{GPa}\times0.384\times0.333\times0.384\ \text{nm}^3=0.061\ \text{eV}.$$

This is comparable with $\theta$, so the full sinh is kept:

$$\frac{\sinh(W/2\theta_2)}{\sinh(W/2\theta_1)}=0.691,\qquad
R_{\rm bare}=0.691\times10436\approx7200.$$

In the limit of small stress the factor would be $\theta_1/\theta_2=0.702$. Rates computed from the tilted cosine potential, with its barrier tops located numerically, give 7185 against 7209 from the formula. The bare-barrier reading thus lowers the answer by 31 percent and leaves its order of magnitude nearly unchanged.

The two readings can be reconciled. The slope of this model's velocity is

$$-\frac{d\ln v}{d(1/\theta)}=Q-\frac W2\coth\frac{W}{2\theta}\;\longrightarrow\;Q-\theta\quad(W\ll\theta).$$

A plot of the data therefore shows less than the bare barrier, by about one thermal energy. At the midpoint of $1/\theta$, where $\theta=0.0834$ eV, the small-stress formula gives $2.2-0.0834=2.117$ eV, and the numerical rates give 2.116 eV.

For the slope at that midpoint to be 2.2 eV at the stress used here, the bare barrier must be 2.287 eV. The additional 0.0871 eV contributes a factor $e^{0.0871\times4.206}=1.44$ to the ratio, which almost cancels the 0.691. The numerical rates with this barrier give 10365, within 1 percent of the answer to part (a). A barrier taken from a measured slope already contains the weak temperature dependence of the prefactor, and that dependence should not be added a second time.

The single jump is a simplified picture. Glide dislocations in silicon and its alloys are split into partial dislocations with shorter Burgers vectors, and the kinks sit on these partials, so $W$ above is only an estimate of the right size. In a real crystal a straight dislocation must first form a pair of kinks, which then run apart, and the measured slope reflects the energies of both processes. How they combine depends on whether the kinks first meet kinks from other pairs or reach the ends of the dislocation segment.

## Variation 2: how long the stress stays fixed

*The film contains $10^5$ threading dislocations per cm², all gliding with the velocity found above. How long does it take them to lower the excess stress by a tenth?*

A threading dislocation runs from the interface to the surface. As it glides, it leaves a line of misfit dislocation behind it at the interface. With $N$ threads per unit area, the line length per unit area grows at the rate $Nv$. The lines run in two perpendicular directions, so each direction receives $Nv/2$. Line length per unit area is also the number of parallel lines per unit distance across them, and each line relieves a displacement $b_r$, the part of the Burgers vector that lies in the interface and perpendicular to the line. The strain in each direction therefore relaxes at the rate

$$\dot\varepsilon=\tfrac12Nb_rv .$$

The resolved stress falls at the rate $SM\dot\varepsilon$, where $M$ is the biaxial modulus and $S$ the resolved-stress factor. For an excess stress $\sigma$, the time to lose a tenth is

$$t=\frac{0.1\,\sigma}{\tfrac12\,S\,M\,N\,b_r\,v}.$$

Here $b_r=0.192$ nm, half the Burgers length, and $N=10^5$ cm$^{-2}=10^{-9}$ nm$^{-2}$. At 900 °C the denominator is

$$\tfrac12\times0.408\times180\ \text{GPa}\times10^{-9}\ \text{nm}^{-2}\times0.192\ \text{nm}\times5.218\times10^5\ \text{nm/s}=3.7\times10^{-3}\ \text{GPa/s},$$

so that

$$t=\frac{0.020\ \text{GPa}}{3.7\times10^{-3}\ \text{GPa/s}}\approx5.4\ \text{s}.$$

At 550 °C the velocity is smaller by the factor $R$, and the time is longer by the same factor: $5.7\times10^4$ s.

This estimate holds the velocity constant during the interval. If the velocity is instead proportional to the remaining stress, the stress decays exponentially, and in the same time it falls by $1-e^{-0.1}=9.5$ percent. Holding the velocity constant is thus a minor error. The estimate also leaves out the creation of new dislocations, which would shorten the time, and the blocking of threads by misfit lines already present, which would lengthen it. Each thread must glide almost 3 mm to produce this loss and crosses many misfit lines on the way, so the times apply to unhindered glide.

With these numbers, fixed stress describes the first few seconds at 900 °C but many hours at 550 °C. This assumes that the film reaches 900 °C with its stress intact. Whether it does depends on the heating rate. For unhindered glide with a velocity proportional to the excess stress, a steady ramp from 550 °C at 1 K/s loses about 60 percent of that stress on the way up, and a ramp at 10 K/s about 9 percent. The factor of ten thousand compares velocities at equal stress. It does not say that a long anneal at 900 °C produces ten thousand times more relaxation than one of equal length at 550 °C. The hot film soon loses the stress that drives the glide, and the total strain it can release is limited by its misfit with the substrate, which thermal expansion changes only slightly. In anneals of hours at 900 °C, silicon and germanium also interdiffuse over distances of nanometres or more. In a film a few tens of nanometres thick this lowers the misfit by a route that this model leaves out.

The numerical output below lists the inputs and results to more digits.

## Table of computed values

```
Barrier Q: 2.2 eV
Boltzmann constant: 8.617333e-05 eV/K
Temperatures: 823.15 and 1173.15 K
Thermal energies: 0.07093 and 0.10109 eV
Q/theta, cold and hot: 31.015 and 21.762
Difference of 1/theta: 4.2059 1/eV
Exponent ln R: 9.2531
Velocity ratio R: 10436; log10 R: 4.019
Ratio from integrated escape rates: 10398
Wrong ratio from Celsius values: 6.91e+07
Doubling step at cold end: 18.8 K
Doubling step at hot end: 38.6 K
Rough lattice constant: 0.543 nm
Burgers length: 0.384 nm; kink height: 0.333 nm
Rough excess resolved stress: 0.20 GPa
Work per jump W: 0.0612 eV
sinh factor, hot over cold: 0.691
T_cold/T_hot: 0.702
Ratio if 2.2 eV is the bare barrier: 7209
Same from integrated rates: 7185
Midpoint thermal energy: 0.0834 eV
Small-W slope for bare Q: 2.1158 eV
Bare barrier giving slope Q: 2.2871 eV
Ratio with that bare barrier: 10365
Rough cold velocity: 50 nm/s
Hot velocity: 5.218e+05 nm/s = 0.52 mm/s
Time at 550 C equal to 1 s at 900 C: 2.90 h
Factor in R for 0.1 eV in Q: 1.52
Factor in v for 10 K at cold end: 1.45
Rough expansion difference: 5.0e-07 1/K
Thermal change of resolved stress: 0.0129 GPa
Thermal change over excess: 6.4 %
Rough softening rate: 8.0e-05 1/K
Elastic softening on heating: 2.8 %
Rough attempt frequency: 1e+13 Hz
Tunnelling factors: 1.0142 and 1.0070
Tunnelling change of R: -0.71 %
Rough biaxial modulus: 180 GPa
Resolved-stress factor: 0.408
Relieving Burgers component: 0.192 nm
Rough threading density: 1e+05 1/cm2
Time to lose 10% of excess stress, hot: 5.4 s
Time to lose 10% of excess stress, cold: 5.67e+04 s
```
